**Melting threshold of a copper line under a 100 ns current pulse**

The program tests the adiabatic threshold $j_m=\sqrt{C\ln[1+\alpha(T_m-T_0)]/(\alpha\rho_0t_p)}$. Here $C$ is the heat capacity per volume, $\rho_0$ the resistivity at the starting temperature $T_0$, $\alpha$ its relative slope, $T_m$ the melting temperature and $t_p$ the pulse length. Direct integration of the energy balance is asserted to reach melting at the predicted time, for 100 ns and 10 ns pulses and for constant resistivity. Further assertions cover the time and current for complete melting, with the resistivity held at its hot-solid value. A radial heat-flow calculation is compared with numerical inversion of the Laplace-transformed solution, and the copper temperature rises are asserted to agree within 0.5 percent. The output gives $j_m=9.2\times10^{11}$ A/m² for rough bulk copper values. Heat loss to oxide raises this by 5.5 percent for a 3 µm by 3 µm line, but by a factor of 2.4 for a 0.1 µm by 0.2 µm line with the same resistivity law.

## Numerical check

```python
# Result under test: adiabatic copper with linearly rising resistivity
# reaches melting at the end of a rectangular current pulse when
#   j = sqrt( C ln(1 + alpha (Tm - T0)) / (alpha rho0 tp) ).
# j: current density, C: heat capacity per volume, rho0: resistivity at T0,
# alpha: its relative slope referred to T0, Tm: melting temperature,
# T0: starting temperature, tp: pulse length. SI units inside the program.
# All material parameters are rough typical values.
import numpy as np
import mpmath as mp
from scipy.constants import e as charge, k as boltzmann, mu_0
from scipy.integrate import solve_ivp, quad
from scipy.linalg import expm
from scipy.optimize import brentq

T0, Tm, tp = 300.0, 1358.0, 100e-9
C, rho0, alpha = 3.45e6, 1.70e-8, 3.9e-3
latent = 1.8e9            # latent heat per volume, J/m^3
k_copper = 350.0          # thermal conductivity, W/(m K)
rise = Tm - T0
wide = (3e-6, 3e-6)       # width, height
narrow = (0.1e-6, 0.2e-6)
oxide = (1.4, 1.7e6)      # thermal conductivity, heat capacity per volume
lowk = (0.3, 1.2e6)


def resistivity(T, slope=alpha):
    return rho0 * (1 + slope * (T - T0))


def melting_current_density(pulse):
    return np.sqrt(C * np.log(1 + alpha * rise) / (alpha * rho0 * pulse))


def time_to_melt(j, slope=alpha):
    """Integrate the energy balance and find when Tm is reached."""
    def reached(t, y):
        return y[0] - Tm
    reached.terminal = True
    guess = C * rise / (rho0 * j**2)
    sol = solve_ivp(lambda t, y: [resistivity(y[0], slope) * j**2 / C],
                    (0, 2 * guess), [T0], events=reached,
                    rtol=1e-10, atol=1e-8, max_step=guess / 50,
                    dense_output=True)
    return sol.t_events[0][0], sol


jm = melting_current_density(tp)
t_num, solution = time_to_melt(jm)
assert abs(t_num / tp - 1) < 1e-6
assert abs(jm / 9e11 - 1) < 0.05
short = 10e-9
assert abs(time_to_melt(jm * np.sqrt(tp / short))[0] / short - 1) < 1e-6
j_const = np.sqrt(C * rise / (rho0 * tp))
assert abs(time_to_melt(j_const, 0.0)[0] / tp - 1) < 1e-6

growth = alpha * rho0 * jm**2 / C
T_half = T0 + (np.exp(growth * tp / 2) - 1) / alpha
assert abs(solution.sol(tp / 2)[0] - T_half) < 1e-2
rho_m = resistivity(Tm)
rate_start, rate_end = rho0 * jm**2 / C, rho_m * jm**2 / C

# Latent heat: integrate the energy density with temperature held at Tm
# while the solid melts, keeping the resistivity of the hot solid.
extra_time = latent / (rho_m * jm**2)
j_full = np.sqrt(jm**2 + latent / (rho_m * tp))


def time_to_full_melt(j):
    target = C * rise + latent

    def molten(t, y):
        return y[0] - target / 1e9
    molten.terminal = True
    sol = solve_ivp(
        lambda t, y: [resistivity(min(T0 + y[0] * 1e9 / C, Tm)) * j**2 / 1e9],
        (0, 3 * tp), [0.0], events=molten, rtol=1e-9, atol=1e-11,
        max_step=tp / 200)
    return sol.t_events[0][0]


assert abs(time_to_full_melt(jm) / (tp + extra_time) - 1) < 1e-5
assert abs(time_to_full_melt(j_full) / tp - 1) < 1e-5


# Heat loss: isothermal copper core with the true area and perimeter,
# surrounded by a radial finite-volume grid of dielectric.
def lossy_pulse(j, line, dielectric, cells=240):
    """Return copper rise, share of heat in dielectric, final surface flux."""
    width, height = line
    kd, Cd = dielectric
    area, perimeter = width * height, 2 * (width + height)
    r0 = perimeter / (2 * np.pi)
    edges = r0 + np.linspace(0, 8 * np.sqrt(kd / Cd * tp), cells + 1)
    nodes = np.r_[r0, (edges[1:] + edges[:-1]) / 2]
    capacity = np.r_[C * area, Cd * np.pi * np.diff(edges**2)]
    link = 2 * np.pi * kd / np.log(nodes[1:] / nodes[:-1])
    M = np.zeros((cells + 2, cells + 2))
    for i, G in enumerate(link):
        M[i, i] -= G / capacity[i]
        M[i, i + 1] += G / capacity[i]
        M[i + 1, i + 1] -= G / capacity[i + 1]
        M[i + 1, i] += G / capacity[i + 1]
    g = alpha * rho0 * j**2 / C
    M[0, 0] += g
    M[0, -1] += g          # temperatures are in units of 1/alpha
    theta = expm(M * tp)[:-1, -1] / alpha
    heat = capacity * theta
    flux = link[0] * (theta[0] - theta[1]) / perimeter
    return theta[0], heat[1:].sum() / heat.sum(), flux


def laplace_rise(j, line, dielectric):
    """Copper rise from the transformed radial heat equation."""
    width, height = line
    kd, Cd = dielectric
    area, perimeter = width * height, 2 * (width + height)
    r0 = perimeter / (2 * np.pi)
    g = alpha * rho0 * j**2 / C

    def transform(s):
        q = mp.sqrt(s * Cd / kd)
        loss = (perimeter * kd / (C * area) * q
                * mp.besselk(1, q * r0) / mp.besselk(0, q * r0))
        return g / alpha / (s * (s - g + loss))
    return float(mp.invertlaplace(transform, tp, method='talbot'))


cases = [("3 x 3 um line, oxide", wide, oxide),
         ("3 x 3 um line, low-k", wide, lowk),
         ("0.1 x 0.2 um line, oxide", narrow, oxide),
         ("0.1 x 0.2 um line, low-k", narrow, lowk)]
loss_results = []
for name, line, diel in cases:
    final_rise = lossy_pulse(jm, line, diel)[0]
    # 0.5 percent allows for the finite grid spacing
    assert abs(final_rise / laplace_rise(jm, line, diel) - 1) < 5e-3
    j_loss = brentq(lambda j: np.log(lossy_pulse(j, line, diel)[0] / rise),
                    jm, 6 * jm, rtol=1e-6)
    _, share, flux = lossy_pulse(j_loss, line, diel)
    loss_results.append((name, T0 + final_rise, j_loss, share, flux))
assert loss_results[0][2] < 1.10 * jm and loss_results[1][2] < 1.10 * jm
assert loss_results[2][2] > 1.3 * jm
assert loss_results[1][2] < loss_results[0][2]

# Temperature dependence left out of the simple law
cap_slope = 2.5e-4        # relative rise of heat capacity per kelvin
curve_excess = 0.15       # resistivity above the linear law at Tm


def threshold_from_integral(slope_C=0.0, excess=0.0, residual=0.0):
    def integrand(x):
        rho = rho0 * (1 + residual + alpha * x
                      + excess * (1 + alpha * rise) * (x / rise)**2)
        return C * (1 + slope_C * x) / rho
    return np.sqrt(quad(integrand, 0, rise)[0] / tp)


assert abs(threshold_from_integral() / jm - 1) < 1e-9
j_cap = threshold_from_integral(slope_C=cap_slope)
j_curve = threshold_from_integral(excess=curve_excess)
j_both = threshold_from_integral(cap_slope, curve_excess)
j_resid = threshold_from_integral(residual=1.0)
assert j_curve < jm < j_cap and j_resid < jm

# Electromigration drift with a liquid-like diffusivity as upper estimate
diffusivity, eff_charge, hop = 4e-9, 5.0, 0.256e-9
force = eff_charge * charge * rho_m * jm
drift_speed = diffusivity * force / (boltzmann * Tm)
bias = force * hop / (2 * boltzmann * Tm)
hop_rate = diffusivity / hop**2
hopping_speed = hop * hop_rate * (np.exp(bias) - np.exp(-bias))
assert abs(hopping_speed / drift_speed - 1) < 1e-4
drift = drift_speed * tp
assert drift < 0.01 * wide[0]

half = wide[0] / 2
inner_drop = loss_results[0][4] * half / (2 * k_copper)
magnetic_time = mu_0 * half**2 / rho0
assert inner_drop < 0.05 * rise and magnetic_time < 0.05 * tp

print(f"Start and melting temperature: {T0:.0f}, {Tm:.0f} K")
print(f"Pulse length: {tp*1e9:.0f} ns")
print(f"Copper heat capacity: {C/1e6:.2f} J/(cm^3 K)")
print(f"Resistivity at start: {rho0*1e8:.2f} uOhm cm")
print(f"Resistivity slope alpha: {alpha:.4f} 1/K")
print(f"alpha (Tm - T0): {alpha*rise:.3f}")
print(f"ln[1 + alpha (Tm - T0)]: {np.log(1+alpha*rise):.3f}")
print(f"j^2 t to melting: {jm**2*tp:.3e} A^2 s/m^4")
print(f"Threshold j: {jm:.3e} A/m^2 = {jm/1e10:.1f} MA/cm^2")
print(f"Melting time from integration: {t_num*1e9:.4f} ns")
print(f"Threshold, constant resistivity: {j_const:.3e} A/m^2")
print(f"Ratio rising/constant resistivity: {jm/j_const:.3f}")
print(f"Threshold for 10 ns: {melting_current_density(short):.3e} A/m^2")
print(f"Temperature at half pulse: {T_half:.0f} K")
print(f"Heating rate, start and end: {rate_start/1e9:.2f}, "
      f"{rate_end/1e9:.2f} K/ns")
print(f"Resistivity at melting: {rho_m*1e8:.2f} uOhm cm")
print(f"Current in 3 x 3 um line: {jm*wide[0]*wide[1]:.2f} A")
print(f"Final electric field: {rho_m*jm/1e6:.4f} V/um")
print(f"Sensible heat to melting: {C*rise/1e9:.2f} kJ/cm^3")
print(f"Latent heat: {latent/1e9:.2f} kJ/cm^3")
print(f"Extra time for full melt: {extra_time*1e9:.1f} ns")
print(f"j for full melt in the pulse: {j_full:.3e} A/m^2, "
      f"ratio {j_full/jm:.3f}")
for label, (kd, Cd) in (("Oxide", oxide), ("Low-k", lowk)):
    print(f"{label}: conductivity {kd:.1f} W/(m K), "
          f"heat capacity {Cd/1e6:.1f} J/(cm^3 K)")
    print(f"{label} heat depth sqrt(D tp): {np.sqrt(kd/Cd*tp)*1e6:.3f} um")
for name, T_end, j_loss, share, flux in loss_results:
    print(f"{name}: final T at adiabatic threshold {T_end:.0f} K")
    print(f"  j to melt with loss {j_loss:.3e} A/m^2, "
          f"ratio {j_loss/jm:.3f}")
    print(f"  share of heat in dielectric then {100*share:.1f} %")
print(f"Heat capacity rise by Tm: {100*cap_slope*rise:.0f} %, "
      f"j ratio {j_cap/jm:.3f}")
print(f"Resistivity {100*curve_excess:.0f} % above linear at Tm: "
      f"j ratio {j_curve/jm:.3f}")
print(f"Both together: j ratio {j_both/jm:.3f}")
print(f"Extra constant resistivity {rho0*1e8:.2f} uOhm cm: "
      f"j ratio {j_resid/jm:.3f}")
print(f"Copper thermal conductivity: {k_copper:.0f} W/(m K)")
print(f"Copper heat depth sqrt(D tp): {np.sqrt(k_copper/C*tp)*1e6:.2f} um")
print(f"Centre-surface difference, wide line in oxide: {inner_drop:.1f} K")
print(f"Current penetration time, wide line: {magnetic_time*1e9:.2f} ns")
expansion = 1.7e-5
print(f"Linear expansion at {expansion*1e6:.0f} ppm/K: "
      f"{100*expansion*rise:.1f} %")
print(f"Electromigration: effective charge {eff_charge:.0f} e, "
      f"diffusivity {diffusivity*1e4:.0e} cm^2/s")
print(f"Electromigration drift in pulse, upper: {drift*1e9:.2f} nm")
print("success")
```

Printed output:

```
Start and melting temperature: 300, 1358 K
Pulse length: 100 ns
Copper heat capacity: 3.45 J/(cm^3 K)
Resistivity at start: 1.70 uOhm cm
Resistivity slope alpha: 0.0039 1/K
alpha (Tm - T0): 4.126
ln[1 + alpha (Tm - T0)]: 1.634
j^2 t to melting: 8.505e+16 A^2 s/m^4
Threshold j: 9.222e+11 A/m^2 = 92.2 MA/cm^2
Melting time from integration: 100.0000 ns
Threshold, constant resistivity: 1.465e+12 A/m^2
Ratio rising/constant resistivity: 0.629
Threshold for 10 ns: 2.916e+12 A/m^2
Temperature at half pulse: 624 K
Heating rate, start and end: 4.19, 21.48 K/ns
Resistivity at melting: 8.71 uOhm cm
Current in 3 x 3 um line: 8.30 A
Final electric field: 0.0804 V/um
Sensible heat to melting: 3.65 kJ/cm^3
Latent heat: 1.80 kJ/cm^3
Extra time for full melt: 24.3 ns
j for full melt in the pulse: 1.028e+12 A/m^2, ratio 1.115
Oxide: conductivity 1.4 W/(m K), heat capacity 1.7 J/(cm^3 K)
Oxide heat depth sqrt(D tp): 0.287 um
Low-k: conductivity 0.3 W/(m K), heat capacity 1.2 J/(cm^3 K)
Low-k heat depth sqrt(D tp): 0.158 um
3 x 3 um line, oxide: final T at adiabatic threshold 1153 K
  j to melt with loss 9.729e+11 A/m^2, ratio 1.055
  share of heat in dielectric then 11.1 %
3 x 3 um line, low-k: final T at adiabatic threshold 1272 K
  j to melt with loss 9.418e+11 A/m^2, ratio 1.021
  share of heat in dielectric then 4.5 %
0.1 x 0.2 um line, oxide: final T at adiabatic threshold 359 K
  j to melt with loss 2.171e+12 A/m^2, ratio 2.354
  share of heat in dielectric then 84.8 %
0.1 x 0.2 um line, low-k: final T at adiabatic threshold 504 K
  j to melt with loss 1.428e+12 A/m^2, ratio 1.549
  share of heat in dielectric then 62.1 %
Heat capacity rise by Tm: 26 %, j ratio 1.048
Resistivity 15 % above linear at Tm: j ratio 0.979
Both together: j ratio 1.024
Extra constant resistivity 1.70 uOhm cm: j ratio 0.828
Copper thermal conductivity: 350 W/(m K)
Copper heat depth sqrt(D tp): 3.19 um
Centre-surface difference, wide line in oxide: 16.9 K
Current penetration time, wide line: 0.17 ns
Linear expansion at 17 ppm/K: 1.8 %
Electromigration: effective charge 5 e, diffusivity 4e-05 cm^2/s
Electromigration drift in pulse, upper: 1.37 nm
success
```
